# Debugging a numerical check: Stoney's formula for a thin strained film on an isotropic substrate

```python
"""
Stoney formula: sigma_m * h_f = M_s * h_s**2 * kappa / 6, M_s = E_s/(1-nu_s),
the leading term for a thin film (thickness h_f) on a substrate (thickness h_s).
sigma_m: equibiaxial film stress on the flat unstrained substrate (tension > 0)
kappa:   curvature, positive when the plate is concave on the film side
eps_m:   elastic film strain on the flat substrate, sigma_m = M_f*eps_m
m = M_f/M_s, h = h_f/h_s; z is measured from the substrate midplane.
Also tested: the full bilayer result, its first corrections, and the first
correction for finite deflection of a disk of radius R.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.optimize import least_squares
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def biaxial(E, nu):
    return E / (1 - nu)


def stiffness_3d(E, nu):
    """Isotropic stiffness for (rr, tt, zz, engineering shear rz)."""
    lam = E * nu / ((1 + nu) * (1 - 2 * nu))
    mu = E / (2 * (1 + nu))
    C = np.zeros((4, 4))
    C[:3, :3] = lam + 2 * mu * np.eye(3)
    C[3, 3] = mu
    return C


def bilayer_factor(m, h):
    """sigma_m*h_f divided by M_s*h_s^2*kappa/6, full linear bilayer result."""
    D = 1 + 4*m*h + 6*m*h**2 + 4*m*h**3 + m**2*h**4
    return D / (1 + h)


def layered_plate(Es, nus, hs, Ef, nuf, hf, eps_m):
    """Minimize the elastic energy over independent x and y strains and
    curvatures. Returns ex, ey, kx, ky and the film force per length."""
    x, w = np.polynomial.legendre.leggauss(4)
    A, b, film = np.zeros((4, 4)), np.zeros(4), []
    h = hf / hs
    for lo, hi, E, nu, e in ((-0.5, 0.5, Es, nus, 0.0),
                             (0.5, 0.5 + h, Ef, nuf, eps_m)):
        Q = E / (1 - nu**2) * np.array([[1, nu], [nu, 1]])
        for xi, wi in zip(x, w):
            z = (lo + hi) / 2 + (hi - lo) / 2 * xi
            wt = wi * (hi - lo) / 2
            G = np.array([[1, 0, -z, 0], [0, 1, 0, -z]])
            A += wt * G.T @ Q @ G
            b -= wt * G.T @ Q @ np.array([e, e])
            if lo > 0:
                film.append((wt, Q, G))
    q = np.linalg.solve(A, b)
    force = hs * sum(wt * (Q @ (G @ q + eps_m))[0] for wt, Q, G in film)
    return q[0], q[1], q[2] / hs, q[3] / hs, force


def disk_fem_curvature(R, hf, Es, nus, Ef, nuf, sigma_m):
    """Linear 3D elasticity of a free bilayer disk (h_s = 1), axisymmetric
    nine-node elements; returns the curvature of the inner half."""
    def with_midpoints(edges):
        mid = (edges[1:] + edges[:-1]) / 2
        return np.sort(np.concatenate([edges, mid]))
    r = with_midpoints(np.linspace(0, R, int(2 * R) + 1))
    z = with_midpoints(np.concatenate([np.linspace(-0.5, 0.5, 4),
                                       [0.5 + hf / 2, 0.5 + hf]]))
    nr, nz = len(r), len(z)
    gx, gw = np.polynomial.legendre.leggauss(3)
    shape = [np.array([x*(x-1)/2, 1-x*x, x*(x+1)/2]) for x in gx]
    slope = [np.array([x-0.5, -2*x, x+0.5]) for x in gx]
    Cs, Cf = stiffness_3d(Es, nus), stiffness_3d(Ef, nuf)
    rows, cols, vals, load = [], [], [], np.zeros(2 * nr * nz)
    for i in range(0, nr - 1, 2):
        for j in range(0, nz - 1, 2):
            a, c = (r[i+2] - r[i]) / 2, (z[j+2] - z[j]) / 2
            in_film = z[j+1] > 0.5
            C = Cf if in_film else Cs
            s0 = np.array([1.0, 1, 0, 0]) * (sigma_m if in_film else 0)
            nodes = np.array([(i+p)*nz + j+q
                              for p in range(3) for q in range(3)])
            dofs = np.column_stack([2*nodes, 2*nodes + 1]).ravel()
            Ke, fe = np.zeros((18, 18)), np.zeros(18)
            for p in range(3):
                rad = r[i+1] + a * gx[p]
                for q in range(3):
                    N = np.outer(shape[p], shape[q]).ravel()
                    Nr = np.outer(slope[p] / a, shape[q]).ravel()
                    Nz = np.outer(shape[p], slope[q] / c).ravel()
                    B = np.zeros((4, 18))
                    B[0, 0::2], B[1, 0::2], B[2, 1::2] = Nr, N / rad, Nz
                    B[3, 0::2], B[3, 1::2] = Nz, Nr
                    wt = gw[p] * gw[q] * a * c * rad
                    Ke += wt * B.T @ C @ B
                    fe -= wt * B.T @ s0
            rows.append(np.repeat(dofs, 18))
            cols.append(np.tile(dofs, 18))
            vals.append(Ke.ravel())
            load[dofs] += fe
    n = len(load)
    K = coo_matrix((np.concatenate(vals), (np.concatenate(rows),
                    np.concatenate(cols))), shape=(n, n)).tocsr()
    fixed = [2*j for j in range(nz)] + [1]
    free = np.setdiff1d(np.arange(n), fixed)
    u = np.zeros(n)
    u[free] = spsolve(K[free][:, free].tocsc(), load[free])
    k = nr // 2
    return 2 * (u[2*k*nz + 1] - u[1]) / r[k]**2


def nonlinear_energy(K, nu):
    """Minimum scaled energy of a thin disk with fixed edge slope
    K = kappa*R^2/h_s; slope profile and radial displacement are free."""
    x, w = np.polynomial.legendre.leggauss(20)
    s, w = (x + 1) / 2, w / 2

    def residual(c):
        b, db = K * s, K * np.ones_like(s)
        for j in range(3):
            p = 2*j + 1
            b = b + c[j] * (s**p - s**(p+2))
            db = db + c[j] * (p*s**(p-1) - (p+2)*s**(p+1))
        v_over_s = sum(c[3+k] * s**(2*k) for k in range(5))
        dv = sum(c[3+k] * (2*k+1) * s**(2*k) for k in range(5))
        er, et = dv + b**2 / 2, v_over_s
        plus, minus = np.sqrt(w*s*(1+nu)/2), np.sqrt(w*s*(1-nu)/2)
        t = np.sqrt(1 / 12)
        return np.concatenate([t*plus*(db + b/s), t*minus*(db - b/s),
                               plus*(er + et), minus*(er - et)])
    fit = least_squares(residual, np.zeros(8), method="lm",
                        xtol=1e-14, ftol=1e-14, gtol=1e-14)
    return fit.cost


def nonlinear_load_ratio(K, nu, d=0.003):
    """Film force needed for edge slope K, divided by the Stoney value."""
    dU = (nonlinear_energy(K+d, nu) - nonlinear_energy(K-d, nu)) / (2*d)
    return 2 * dU / ((1 + nu) * K / 6)


# Worked example, SI units
Es, nus, hs, R = 150e9, 0.25, 500e-6, 25e-3
Ef, nuf, hf, eps_m = 112e9, 0.30, 100e-9, -0.01
layer = 0.25e-9
Ms, Mf = biaxial(Es, nus), biaxial(Ef, nuf)
m, h = Mf / Ms, hf / hs
sigma_m = Mf * eps_m
force = sigma_m * hf
kappa = 6 * force / (Ms * hs**2)

# Biaxial modulus from three-dimensional Hooke's law with a free surface
for E, nu in ((Es, nus), (Ef, nuf)):
    C = stiffness_3d(E, nu)
    ezz = -(C[2, 0] + C[2, 1]) / C[2, 2]
    assert np.isclose((C @ [1, 1, ezz, 0])[0], biaxial(E, nu), rtol=1e-12)

# Symbolic force and moment balance, with M_s = h_s = 1
zz, e0, kk, ms, hh, em = sp.symbols("z e0 kappa m h eps_m", positive=True)
sub, fil = e0 - kk*zz, ms*(em + e0 - kk*zz)
half = sp.Rational(1, 2)


def through(weight):
    return (sp.integrate(sp.expand(sub*weight), (zz, -half, half))
            + sp.integrate(sp.expand(fil*weight), (zz, half, half + hh)))


sol = sp.solve([through(sp.Integer(1)), through(zz)], [e0, kk], dict=True)[0]
nominal = sp.simplify(ms*em*hh / (sol[kk]/6))
actual = sp.simplify(-sol[e0] / (sol[kk]/6))
assert sp.simplify(nominal - bilayer_factor(ms, hh)) == 0
assert sp.simplify(actual - (1 + ms*hh**3)/(1 + hh)) == 0
assert sp.limit(nominal, hh, 0) == 1
assert sp.simplify(sp.diff(nominal, hh).subs(hh, 0) - (4*ms - 1)) == 0
assert sp.simplify(sp.diff(actual, hh).subs(hh, 0) + 1) == 0

# Energy minimum with independent curvatures, thin and thick films
for ratio in (h, 0.01, 0.1, 0.5):
    ex, ey, kx, ky, N = layered_plate(Es, nus, hs, Ef, nuf, ratio*hs, eps_m)
    assert np.isclose(kx, ky, rtol=1e-8)
    stoney_force = Ms * hs**2 * kx / 6
    assert np.isclose(sigma_m*ratio*hs / stoney_force,
                      bilayer_factor(m, ratio), rtol=1e-8)
    assert np.isclose(N / stoney_force, (1 + m*ratio**3)/(1 + ratio),
                      rtol=1e-8)

# The example: Stoney against the energy minimum, and substrate stresses
ex, ey, kx, ky, N = layered_plate(Es, nus, hs, Ef, nuf, hf, eps_m)
assert abs(kx / kappa - 1) < 1e-3
assert np.isclose(kx / kappa - 1, -(4*m - 1)*h, rtol=1e-2)
top, back = Ms*(ex - kx*hs/2), Ms*(ex + kx*hs/2)
neutral = ex / kx
assert np.isclose(top, -4*force/hs, rtol=2e-3)
assert np.isclose(back, 2*force/hs, rtol=2e-3)
assert np.isclose(neutral, -hs/6, rtol=2e-3)

# Same film force, film four times stiffer: curvature hardly changes
k_stiff = layered_plate(Es, nus, hs, 4*Ef, nuf, hf, eps_m/4)[2]
assert abs(k_stiff / kx - 1) < 5e-3

# Free bilayer disk without plate assumptions (h_s = 1, M in units of M_s);
# edge effects fall as 1/R, so two radii are extrapolated
h_fem = 0.2
fem = [disk_fem_curvature(rad, h_fem, Es/Ms, nus, Ef/Ms, nuf, 1.0)
       for rad in (20, 40)]
fem_limit = 2*fem[1] - fem[0]
k_bilayer = 6 * h_fem / bilayer_factor(m, h_fem)
assert abs(fem[1] / k_bilayer - 1) < 0.02
assert abs(fem_limit / k_bilayer - 1) < 3e-3

# Finite deflection
K_small, K_one = 0.3, 1.0
coefficient = (nonlinear_load_ratio(K_small, nus) - 1) / K_small**2
assert np.isclose(coefficient, (1 - nus)/16, rtol=0.02)
ratio_one = nonlinear_load_ratio(K_one, nus)
K_example = abs(kappa) * R**2 / hs
deflection_correction = (1 - nus) * K_example**2 / 16

hartree = constants.physical_constants["Hartree energy"][0]
bohr = constants.physical_constants["Bohr radius"][0]
print(f"substrate E_s = {Es/1e9:.0f} GPa, nu_s = {nus:.2f}")
print(f"substrate h_s = {hs*1e6:.0f} um, disk radius R = {R*1e3:.0f} mm")
print(f"film E_f = {Ef/1e9:.0f} GPa, nu_f = {nuf:.2f}")
print(f"film h_f = {hf*1e9:.0f} nm, mismatch strain eps_m = {eps_m:.3f}")
print(f"biaxial modulus M_s = {Ms/1e9:.1f} GPa, M_f = {Mf/1e9:.1f} GPa")
print(f"ratios m = {m:.3f}, h = {h:.1e}")
print(f"film stress sigma_m = {sigma_m/1e9:.3f} GPa")
print(f"film force sigma_m*h_f = {force:.2f} N/m")
print(f"  the same = {force*bohr**2/hartree:.4f} hartree/bohr^2")
print(f"Stoney curvature = {kappa:.6f} 1/m")
print(f"radius of curvature (magnitude) = {1/abs(kappa):.2f} m")
print(f"bow at disk edge (magnitude) = {abs(kappa)*R**2/2*1e6:.3f} um")
print(f"curvature from energy minimum = {kx:.6f} 1/m")
print(f"relative difference from Stoney = {kx/kappa-1:.3e}")
print(f"first-order prediction -(4m-1)h = {-(4*m-1)*h:.3e}")
print(f"actual film force N = {N:.3f} N/m")
print(f"substrate stress at interface = {top/1e6:.3f} MPa")
print(f"substrate stress at back = {back/1e6:.3f} MPa")
print(f"unstrained plane z = {neutral*1e6:.2f} um")
print(f"curvature change, film 4x stiffer, same force = {k_stiff/kx-1:.2e}")
print(f"one layer: thickness = {layer*1e9:.2f} nm")
print(f"one layer: added force = {sigma_m*layer:.3f} N/m")
print(f"one layer: added curvature = {kappa*layer/hf:.3e} 1/m")
print("h_f/h_s | Stoney stress / true sigma_m | 1-(4m-1)h")
for ratio in (0.001, 0.01, 0.05, 0.1, 0.2):
    kr = layered_plate(Es, nus, hs, Ef, nuf, ratio*hs, eps_m)[2]
    deduced = Ms * hs**2 * kr / (6 * ratio * hs)
    print(f"  {ratio:.3f} | {deduced/sigma_m:.4f} | {1-(4*m-1)*ratio:.4f}")
print(f"finite elements, h = {h_fem:.1f}: curvature / bilayer formula")
print(f"  R = 20 h_s: {fem[0]/k_bilayer:.5f}")
print(f"  R = 40 h_s: {fem[1]/k_bilayer:.5f}")
print(f"  extrapolated to large R: {fem_limit/k_bilayer:.5f}")
print(f"deflection coefficient, numerical = {coefficient:.5f}")
print(f"deflection coefficient (1-nu_s)/16 = {(1-nus)/16:.5f}")
print(f"force / Stoney at kappa R^2/h_s = 1, numerical = {ratio_one:.4f}")
print(f"  first-correction formula = {1+(1-nus)/16:.4f}")
print(f"example: kappa R^2/h_s (magnitude) = {K_example:.4f}")
print(f"example: relative deflection correction = "
      f"{deflection_correction:.2e}")
print("all assertions hold")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 170, in <module>
    sol = sp.solve([through(sp.Integer(1)), through(zz)], [e0, kk], dict=True)[0]
          ~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~~^^^
IndexError: list index out of range
```

Likely cause: The symbolic balance declared the midplane strain of the substrate to be positive, but a film in tension compresses the substrate, so that strain is negative and sympy discarded the only solution. The strain and the curvature are now declared real, and the resulting fractions are reduced with `cancel` so that they can be evaluated at zero film thickness. One tested case also changes: the finite-deflection coefficient is now taken at scaled edge slope 0.15 instead of 0.3, because an estimate put the next-order term at about one percent there, too near the unchanged two percent tolerance. The comment on the finite-element extrapolation now calls the 1/R decay of edge effects an assumption, and no tolerance is changed.

Repair:

```diff
@@ -157,6 +157,8 @@
     assert np.isclose((C @ [1, 1, ezz, 0])[0], biaxial(E, nu), rtol=1e-12)
 
-# Symbolic force and moment balance, with M_s = h_s = 1
-zz, e0, kk, ms, hh, em = sp.symbols("z e0 kappa m h eps_m", positive=True)
+# Symbolic force and moment balance, with M_s = h_s = 1; the midplane strain
+# and the curvature may have either sign
+zz, e0, kk = sp.symbols("z e0 kappa", real=True)
+ms, hh, em = sp.symbols("m h eps_m", positive=True)
 sub, fil = e0 - kk*zz, ms*(em + e0 - kk*zz)
 half = sp.Rational(1, 2)
@@ -169,6 +171,6 @@
 
 sol = sp.solve([through(sp.Integer(1)), through(zz)], [e0, kk], dict=True)[0]
-nominal = sp.simplify(ms*em*hh / (sol[kk]/6))
-actual = sp.simplify(-sol[e0] / (sol[kk]/6))
+nominal = sp.cancel(ms*em*hh / (sol[kk]/6))
+actual = sp.cancel(-sol[e0] / (sol[kk]/6))
 assert sp.simplify(nominal - bilayer_factor(ms, hh)) == 0
 assert sp.simplify(actual - (1 + ms*hh**3)/(1 + hh)) == 0
@@ -202,5 +204,5 @@
 
 # Free bilayer disk without plate assumptions (h_s = 1, M in units of M_s);
-# edge effects fall as 1/R, so two radii are extrapolated
+# two radii are extrapolated to large R, assuming edge effects of order 1/R
 h_fem = 0.2
 fem = [disk_fem_curvature(rad, h_fem, Es/Ms, nus, Ef/Ms, nuf, 1.0)
@@ -211,6 +213,6 @@
 assert abs(fem_limit / k_bilayer - 1) < 3e-3
 
-# Finite deflection
-K_small, K_one = 0.3, 1.0
+# Finite deflection; the small slope keeps the next-order term negligible
+K_small, K_one = 0.15, 1.0
 coefficient = (nonlinear_load_ratio(K_small, nus) - 1) / K_small**2
 assert np.isclose(coefficient, (1 - nus)/16, rtol=0.02)
```

Output now:

```
substrate E_s = 150 GPa, nu_s = 0.25
substrate h_s = 500 um, disk radius R = 25 mm
film E_f = 112 GPa, nu_f = 0.30
film h_f = 100 nm, mismatch strain eps_m = -0.010
biaxial modulus M_s = 200.0 GPa, M_f = 160.0 GPa
ratios m = 0.800, h = 2.0e-04
film stress sigma_m = -1.600 GPa
film force sigma_m*h_f = -160.00 N/m
  the same = -0.1028 hartree/bohr^2
Stoney curvature = -0.019200 1/m
radius of curvature (magnitude) = 52.08 m
bow at disk edge (magnitude) = 6.000 um
curvature from energy minimum = -0.019192 1/m
relative difference from Stoney = -4.399e-04
first-order prediction -(4m-1)h = -4.400e-04
actual film force N = -159.898 N/m
substrate stress at interface = 1.279 MPa
substrate stress at back = -0.640 MPa
unstrained plane z = -83.32 um
curvature change, film 4x stiffer, same force = -1.92e-03
one layer: thickness = 0.25 nm
one layer: added force = -0.400 N/m
one layer: added curvature = -4.800e-05 1/m
h_f/h_s | Stoney stress / true sigma_m | 1-(4m-1)h
  0.001 | 0.9978 | 0.9978
  0.010 | 0.9782 | 0.9780
  0.050 | 0.8956 | 0.8900
  0.100 | 0.8022 | 0.7800
  0.200 | 0.6456 | 0.5600
finite elements, h = 0.2: curvature / bilayer formula
  R = 20 h_s: 0.99960
  R = 40 h_s: 0.99980
  extrapolated to large R: 1.00000
deflection coefficient, numerical = 0.04682
deflection coefficient (1-nu_s)/16 = 0.04688
force / Stoney at kappa R^2/h_s = 1, numerical = 1.0439
  first-correction formula = 1.0469
example: kappa R^2/h_s (magnitude) = 0.0240
example: relative deflection correction = 2.70e-05
all assertions hold
```
